# Additional magnetic damping from spin pumping through one film face

## Question

A ferromagnetic film of thickness $t=2$ nm and saturation magnetization $M=1\times10^{6}$ A/m has one face in contact with a normal metal. Its g factor is $g=2$. The effective mixing conductance of the contact is $G=20\ \mathrm{nm^{-2}}$, given as a number of channels per area (a conductance per area in units of $e^2/h$). These are round model values, and SI units are used.

The unit vector $\mathbf m$ points along the magnetization, which is uniform through the film. With $\gamma=g\mu_B/\hbar>0$, the film's spin is opposite to its magnetization, and the equation of motion in a field $\mathbf B$ is

$$\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\dot{\mathbf m}.$$

Assume that:

- $\hbar$ times the precession frequency is far below the exchange splitting and the energy scale on which reflection amplitudes vary;
- the film is thick enough that electrons arriving from its interior carry spin only along $\pm\mathbf m$;
- spin-orbit coupling at the interface is negligible, and each channel of the metal reflects into itself.

**(a)** Find the spin current that the moving magnetization sends into the metal, transverse to $\mathbf m$.

**(b)** For total reflection and steady precession, check the result by counting electrons.

**(c)** Derive the additional damping.

**(d)** Evaluate it, and state what happens when the thickness is doubled.

**(e)** In a field of 0.3 T, with no other damping and no net anisotropy (the demagnetizing field of the film is taken to be cancelled by a perpendicular anisotropy), how fast does the precession decay?

## Model answers

### (a) The pumped spin current

Let the magnetization turn with angular velocity $\boldsymbol\Omega$, so that $\dot{\mathbf m}=\boldsymbol\Omega\times\mathbf m$. In a spin frame turning with it, the interface is static. The price is a change in the electron energies. The transformation to this frame multiplies a state with spin $s=\pm1$ along $\boldsymbol\Omega$ by $e^{+is\Omega\tau/2}$, where $\tau$ is time. A laboratory energy $E$ therefore becomes $E-s\hbar\Omega/2$.

Electrons coming from the unpolarized metal fill laboratory states up to one common Fermi level. In the turning frame, their filling is shifted by $-s\hbar\Omega/2$. Integrated over energy, the deviation from the common filling is the matrix

$$\delta F_{\rm in}=-\frac{\hbar}{2}\,\boldsymbol\Omega\cdot\boldsymbol\sigma .$$

Reflection turns this into $r\,\delta F_{\rm in}\,r^\dagger$, with

$$r=r_+P_++r_-P_-,\qquad P_\pm=\tfrac12(1\pm\boldsymbol\sigma\cdot\mathbf m).$$

Here $r_+$ and $r_-$ are the amplitudes for spin parallel and antiparallel to $\mathbf m$. The common filling gives no current, because reflected and transmitted electrons together refill every outgoing state. Electrons from the film have spin along $\pm\mathbf m$ and add nothing transverse.

A channel carries $dE/(2\pi\hbar)$ electrons per unit time in a filled energy interval $dE$, and each electron has spin $(\hbar/2)\boldsymbol\sigma$. The outgoing minus the incoming spin current per channel is therefore

$$\mathbf I=\frac{1}{2\pi\hbar}\,\frac{\hbar}{2}\,\mathrm{Tr}\!\left[\boldsymbol\sigma\left(r\,\delta F_{\rm in}r^\dagger-\delta F_{\rm in}\right)\right]
=\frac{\hbar}{8\pi}\,\mathrm{Tr}\!\left[\boldsymbol\sigma\left(\boldsymbol\Omega\cdot\boldsymbol\sigma-r\,\boldsymbol\Omega\cdot\boldsymbol\sigma\,r^\dagger\right)\right],$$

of which the part transverse to $\mathbf m$ is needed.

The component of $\boldsymbol\Omega$ along $\mathbf m$ produces only a longitudinal current, since $\boldsymbol\sigma\cdot\mathbf m$ commutes with $r$. The transverse component is

$$\mathbf a=\boldsymbol\Omega-\mathbf m(\mathbf m\cdot\boldsymbol\Omega)=\mathbf m\times(\boldsymbol\Omega\times\mathbf m)=\mathbf m\times\dot{\mathbf m}.$$

Because $\mathbf a\perp\mathbf m$, the matrices $\mathbf a\cdot\boldsymbol\sigma$ and $\mathbf m\cdot\boldsymbol\sigma$ anticommute, so $P_\pm(\mathbf a\cdot\boldsymbol\sigma)=(\mathbf a\cdot\boldsymbol\sigma)P_\mp$. The terms with the same projector on both sides vanish. With $\rho=r_+r_-^*$,

$$r(\mathbf a\cdot\boldsymbol\sigma)r^\dagger=(\mathbf a\cdot\boldsymbol\sigma)\left(\rho P_-+\rho^*P_+\right)
=(\mathbf a\cdot\boldsymbol\sigma)\left(\mathrm{Re}\,\rho-i\,\mathrm{Im}\,\rho\;\mathbf m\cdot\boldsymbol\sigma\right).$$

The product rule gives $(\mathbf a\cdot\boldsymbol\sigma)(\mathbf m\cdot\boldsymbol\sigma)=i(\mathbf a\times\mathbf m)\cdot\boldsymbol\sigma$, hence

$$r(\mathbf a\cdot\boldsymbol\sigma)r^\dagger=\left[\mathrm{Re}\,\rho\;\mathbf a-\mathrm{Im}\,\rho\;\mathbf m\times\mathbf a\right]\cdot\boldsymbol\sigma .$$

Now use $\mathrm{Tr}[\boldsymbol\sigma(\mathbf b\cdot\boldsymbol\sigma)]=2\mathbf b$ and $\mathbf m\times\mathbf a=\mathbf m\times(\mathbf m\times\dot{\mathbf m})=-\dot{\mathbf m}$. Summing over the channels and dividing by the area gives

$$\mathbf j_s=\frac{\hbar}{4\pi}\left[G_r\,\mathbf m\times\dot{\mathbf m}+G_i\,\dot{\mathbf m}\right],\qquad
G_r+iG_i=\frac{1}{\text{area}}\sum_{\rm channels}(1-\rho).$$

If both spins reflect identically and totally, $\rho=1$ and nothing is pumped. Since $|\rho|\le1$, a channel contributes between 0 and 2 to the sum for $G_r$.

In a real contact, spin accumulates in the metal and part of it flows back. If the accumulated spin is lost in a time much shorter than $1/\omega$, the inverse angular frequency of the precession (19 ps in part (e)), the backflow follows the motion without delay, and an effective conductance $G$ describes the net outflow. Metals that lose spin this fast are usually heavy ones, where spin-orbit coupling at the interface is not negligible; a measured $G$ then also contains spin lost at the interface itself. Taking it as real, as the data imply,

$$\mathbf j_s=\frac{\hbar G}{4\pi}\,\mathbf m\times\dot{\mathbf m}.$$

### (b) Counting electrons

Let $\mathbf m$ precess at angular frequency $\omega$ on a cone of angle $\theta$ about $z$, and let $|r_\pm|=1$. In the laboratory frame, the matrix element of $r$ from spin down to spin up along $z$ is

$$\tfrac12(r_+-r_-)\sin\theta\,e^{-i\omega\tau}.$$

The time factor means that an electron flipped from down to up gains energy $\hbar\omega$. The reverse flip has the factor $e^{+i\omega\tau}$ and loses $\hbar\omega$. Both flips have probability

$$p=\tfrac14|r_+-r_-|^2\sin^2\theta=\tfrac12(1-\mathrm{Re}\,\rho)\sin^2\theta,$$

because $|r_+-r_-|^2=2-2\,\mathrm{Re}\,\rho$.

An up electron keeps its spin and energy with probability $1-p$. With Fermi function $f$, the outgoing minus the incoming up occupation is $p[f(E-\hbar\omega)-f(E)]$, whose energy integral is $p\hbar\omega$. Up electrons thus leave with a surplus rate $p\hbar\omega/(2\pi\hbar)=p\omega/2\pi$, and down electrons have an equal deficit. The spin current along $z$ is

$$I_z=\frac{\hbar}{2}\cdot2\cdot\frac{p\,\omega}{2\pi}=\frac{\hbar\omega}{4\pi}(1-\mathrm{Re}\,\rho)\sin^2\theta .$$

Part (a) gives the same value. For steady precession $\mathbf m\times\dot{\mathbf m}=\omega(\hat{\mathbf z}-\mathbf m\cos\theta)$, whose $z$ component is $\omega\sin^2\theta$, while $\dot{\mathbf m}$ has no $z$ component. The longitudinal current left out in (a) vanishes here, since $r^\dagger(\mathbf m\cdot\boldsymbol\sigma)r=\mathbf m\cdot\boldsymbol\sigma$ when $|r_\pm|=1$.

For a cone angle of 0.70 rad and a phase difference of 1.10 rad between $r_+$ and $r_-$, a numerical count with Fourier components and Fermi functions gives $0.01805\,\hbar\omega$, as does the formula.

The same count shows why the process damps, although one kind of flip gains energy and the other loses it. Measure $E$ from the Fermi level. The energy integrals of $E[f(E-\hbar\omega)-f(E)]$ and $E[f(E+\hbar\omega)-f(E)]$ both equal $(\hbar\omega)^2/2$: the first process adds electrons above the Fermi level, and the second removes them from below it. The metal therefore gains energy at the rate

$$\frac{p(\hbar\omega)^2}{2\pi\hbar}=\omega I_z ,$$

and the motion of the magnetization supplies it.

### (c) From spin current to damping

The magnetic moment per area is $Mt\,\mathbf m$, so the film's spin per area is $-(Mt/\gamma)\mathbf m$. It changes through the field torque $Mt\,\mathbf m\times\mathbf B$ and through the outflow $\mathbf j_s$:

$$-\frac{Mt}{\gamma}\dot{\mathbf m}=Mt\,\mathbf m\times\mathbf B-\mathbf j_s
\quad\Longrightarrow\quad
\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B+\frac{\gamma}{Mt}\,\mathbf j_s .$$

Two minus signs, one from the outflow and one from the opposite directions of spin and magnetization, make the last term positive. Inserting $\mathbf j_s$ gives a term $\gamma\hbar G/(4\pi Mt)\;\mathbf m\times\dot{\mathbf m}$, which has the form of the damping term. With $\gamma\hbar=g\mu_B$,

$$\boxed{\alpha_{\rm sp}=\frac{g\mu_B G}{4\pi Mt}}$$

Damping already present in the film stands in the same equation with the same vector form, so the two coefficients add.

A nonzero $G_i$ would add $\beta\dot{\mathbf m}$ on the right, with $\beta=g\mu_BG_i/(4\pi Mt)$. Moving it to the left and dividing by $1-\beta$ rescales both $\gamma$ and the damping by $1/(1-\beta)$. On its own it changes the precession frequency and causes no damping.

### (d) Numbers

The conductance is $G=2.0\times10^{19}\ \mathrm{m^{-2}}$. Since $1\ \mathrm{J/T}=1\ \mathrm{A\,m^2}$, numerator and denominator are both in amperes:

$$g\mu_BG=2\times(9.274\times10^{-24})\times(2.0\times10^{19})=3.710\times10^{-4}\ \mathrm A,$$

$$4\pi Mt=4\pi\times(1\times10^{6})\times(2\times10^{-9})=2.513\times10^{-2}\ \mathrm A,$$

$$\alpha_{\rm sp}=\frac{3.710\times10^{-4}}{2.513\times10^{-2}}=0.0148\approx0.015 .$$

The size can be understood by counting. The film holds $n=Mt/\mu_B=215.7$ Bohr magnetons per $\mathrm{nm^2}$, and the formula becomes

$$\alpha_{\rm sp}=\frac{gG}{4\pi n}=\frac{2\times20}{4\pi\times215.7}=0.0148 .$$

Two factors make the damping small: there is less than one channel for every ten magnetons, and this ratio is multiplied by $g/4\pi\approx0.16$. A value of 0.0150 would need $G=20.3\ \mathrm{nm^{-2}}$, a difference of less than 2% from the given conductance.

At $t=4$ nm the damping halves to 0.0074: the loss through the face is unchanged, but twice the moment shares it. As a test, the motion was integrated with the spin loss computed from reflection matrices at each moment. The damping read from the decay is 0.01476 at 2 nm and 0.00738 at 4 nm, in agreement with the formula.

The $1/t$ law has limits on both sides. In a very thin film, electrons from the interior can still carry transverse spin, and the argument of (a) fails. In a thick film, the magnetization need not move as one unit. If a second face also pumps, and the two outflows are independent, their spin currents add in the balance of (c), and $G$ becomes the sum of the two effective conductances.

### (e) Decay of the precession

Let $\mathbf B=B\hat{\mathbf z}$ and $\omega=\gamma B$, and let $\theta,\varphi$ be the polar angles of $\mathbf m$. Then

$$\dot{\mathbf m}=\dot\theta\,\mathbf e_\theta+\sin\theta\,\dot\varphi\,\mathbf e_\varphi,\qquad
\mathbf m\times\dot{\mathbf m}=\dot\theta\,\mathbf e_\varphi-\sin\theta\,\dot\varphi\,\mathbf e_\theta,\qquad
-\gamma\,\mathbf m\times\mathbf B=\omega\sin\theta\,\mathbf e_\varphi .$$

The two components of the equation of motion are

$$\dot\theta=-\alpha\sin\theta\,\dot\varphi,\qquad \sin\theta\,\dot\varphi=\omega\sin\theta+\alpha\dot\theta .$$

Substituting the first into the second gives $\dot\varphi=\omega/(1+\alpha^2)$, and then $\dot\theta=-\alpha\omega\sin\theta/(1+\alpha^2)$. Since the time derivative of $\ln\tan(\theta/2)$ is $\dot\theta/\sin\theta$,

$$\tan\frac{\theta(\tau)}{2}=\tan\frac{\theta(0)}{2}\;e^{-\tau/\tau_d},\qquad \tau_d=\frac{1+\alpha^2}{\alpha\,\omega}.$$

At 0.3 T, $\omega=5.28\times10^{10}$ rad/s, a frequency of 8.40 GHz. The term $\alpha^2$ is negligible here, so

$$\tau_d\approx\frac{1}{0.01476\times5.28\times10^{10}\ \mathrm{s^{-1}}}=1.28\ \mathrm{ns}.$$

For small angles, $\theta$ itself decays with this time constant, which spans about eleven precession periods. Other damping in the film would shorten it, as long as the total $\alpha$ stays below 1. These values rest on the cancelled demagnetizing field, $\mu_0M=1.26$ T, which is about four times the applied field. Without the cancellation and with $\mathbf B$ in the film plane, the small-angle precession is elliptical, its frequency is $\gamma\sqrt{B(B+\mu_0M)}/2\pi\approx19$ GHz, and its decay rate is $\alpha\gamma(B+\mu_0M/2)$, so the same $\alpha$ gives about 0.42 ns. The unrounded values are in the numerical output below.

## Table of computed values

```
INPUTS
effective mixing conductance: 20.0 nm^-2
the same in SI: 2.000e+19 m^-2
magnetization: 1.000e+06 A/m
thickness: 2.0 nm
g factor: 2.0
Bohr magneton: 9.27401e-24 J/T
DAMPING
moment per area M*t: 2.000e-03 A
Bohr magnetons per area: 215.66 nm^-2
numerator g*mu_B*G: 3.70960e-04 A
denominator 4*pi*M*t: 2.51327e-02 A
additional damping, formula: 0.01476 (no unit)
additional damping, ring-down: 0.01476 (no unit)
rounded to three decimals: 0.015 (no unit)
mixing conductance for 0.015: 20.33 nm^-2
THICKNESS DOUBLED
thickness: 4.0 nm
additional damping, formula: 0.00738 (no unit)
additional damping, ring-down: 0.00738 (no unit)
RING-DOWN OF THE 2 nm FILM, PUMPING ONLY
field: 0.30 T
angular frequency gamma*B: 5.2765e+10 rad/s
precession frequency: 8.398 GHz
decay time of tan(theta/2): 1.284 ns
CHECK OF THE PUMPED CURRENT, ONE TOTALLY REFLECTING CHANNEL
cone angle: 0.70 rad
reflection phase difference: 1.10 rad
current by counting: 0.018046 hbar*omega
current by formula: 0.018046 hbar*omega
```
